# Spin and orbital terms of the negative nitrogen-vacancy centre

**Q.** After implantation and annealing I have negative nitrogen-vacancy centres in diamond. Two of their electrons sit in a doubly degenerate $e$ level. How many states can these two electrons form?

**A.** Six. The filling is $a_1^2a_1^2e^2$. The closed $a_1$ shells have zero spin and are unchanged by every symmetry operation, so the $e^2$ shell sets the symmetry of the whole. Its orbitals $x$ and $y$, each with two spin directions, give four spin-orbitals, and two electrons can occupy them in $4\cdot3/2=6$ ways.

Leave spin-orbit coupling aside for now, so that a state can be written as an orbital part times a spin part. Let $xy$ mean $x(1)y(2)$. The total function must change sign when the electrons are exchanged. The three triplet spin functions are symmetric, so they need an antisymmetric orbital part, and there is one:

$$\Phi_T=(xy-yx)/\sqrt2 .$$

The singlet spin function is antisymmetric and needs a symmetric orbital part. There are three: $xx$, $yy$ and $(xy+yx)/\sqrt2$. The count is $3\cdot1+1\cdot3=6$.

**Q.** What does the threefold symmetry say about these four orbital functions?

**A.** Take a rotation by $\theta$ about the defect axis, with $c=\cos\theta$ and $s=\sin\theta$:

$$x\to cx+sy,\qquad y\to-sx+cy .$$

The two products become

$$xy\to -cs\,xx+c^2\,xy-s^2\,yx+cs\,yy,$$
$$yx\to -cs\,xx-s^2\,xy+c^2\,yx+cs\,yy .$$

Their difference is $(c^2+s^2)(xy-yx)=xy-yx$, so rotations leave it alone. The mirror $y\to-y$ reverses its sign. That behaviour defines $A_2$, and the triplet is $^3A_2$: one orbital function, hence "orbital singlet", with three spin states.

Among the symmetric functions, $xx+yy$ becomes

$$(c^2+s^2)xx+(s^2+c^2)yy+(cs-cs)(xy+yx)=xx+yy .$$

The mirror also preserves it, so it is $A_1$. For the other two, use $e_\pm=(x\pm iy)/\sqrt2$. Inserting the rotation gives $e_\pm\to e^{\mp i\theta}e_\pm$, and therefore $e_+e_+\to e^{-2i\theta}e_+e_+$. At $\theta=2\pi/3$ this phase is $e^{-4\pi i/3}=e^{+2\pi i/3}$, which is the phase of $e_-$. Likewise $e_-e_-$ turns like $e_+$. The mirror interchanges the two products, so they form a degenerate pair $E$. Their real forms are $xx-yy$ and $xy+yx$. The singlets are thus $^1E$ and $^1A_1$.

**Q.** Can I confirm that with a character table?

**A.** Yes. If an operation $g$ has eigenvalues $\lambda_1,\lambda_2$ in the $e$ pair, its trace is $\lambda_1\lambda_2$ in the antisymmetric product and $\lambda_1^2+\lambda_2^2+\lambda_1\lambda_2$ in the symmetric ones. With $\chi(g)=\lambda_1+\lambda_2$ and $\chi(g^2)=\lambda_1^2+\lambda_2^2$,

$$\chi_\mp(g)=\tfrac12\left[\chi(g)^2\mp\chi(g^2)\right].$$

For the identity, a threefold rotation and a mirror, $\chi(g)=(2,-1,0)$ and $\chi(g^2)=(2,-1,2)$. Hence

$$\chi_-=(1,1,-1)=A_2,$$
$$\chi_+=(3,0,1)=(1,1,1)+(2,-1,0)=A_1+E .$$

**Q.** Which part of this is due to Pauli exclusion, and which to the threefold axis?

**A.** Change one at a time. If the electrons occupied two different $e$ shells, $xy'$ and $yx'$ would not be exchange partners. All four orbital products could then take either spin, giving $A_1+A_2+E$ for triplets and again for singlets. Exclusion within one shell ties each orbital symmetry to one spin.

Now keep one shell but use a fourfold axis. At $\theta=\pi/2$ both $e_+e_+$ and $e_-e_-$ acquire the phase $-1$. Their combinations $xx-yy$ and $xy+yx$ are respectively even and odd under $y\to-y$, so no operation links them and they may have different energies. As a test case, take a square of four hydrogen atoms with 0.15 nm sides. With frozen STO-3G orbitals and repulsion inside $e^2$ only, the three singlets lie at 0, 5.09 and 5.29 eV: no pair is left. These are model values, not the levels of the molecule. Full configuration interaction puts the lowest three singlets at 0, 3.2 and 8.6 eV in STO-3G and at 0, 2.3 and 4.8 eV in 6-31G, again without a pair.

**Q.** Symmetry has given me names. Why is the triplet lowest?

**A.** That needs the repulsion. Let $(ij|kl)$ be the Coulomb energy between the charge densities $ij$ and $kl$, for real orbitals, and define

$$J=(xx|xx),\quad J'=(xx|yy),\quad K=(xy|xy).$$

The orbital energies add the same constant to all six states and drop out. For the functions $(xy\mp yx)/\sqrt2$, the two direct terms are each $J'$ and the two cross terms are each $K$:

$$\tfrac12(J'+J'\mp K\mp K)=J'\mp K .$$

The upper sign is $^3A_2$; the lower is one component of $^1E$.

For $xx\mp yy$ we need $(yy|yy)$. The repulsion cannot connect $E$ with $A_1$, so

$$0=\langle xx-yy|\hat V|xx+yy\rangle=(xx|xx)-(yy|yy)+K-K ,$$

which gives $(yy|yy)=J$. The energies of $(xx\mp yy)/\sqrt2$ are then $\tfrac12(J+J\mp2K)=J\mp K$. The upper sign is the other component of $^1E$, and equal energies within that pair require

$$J-K=J'+K\quad\Rightarrow\quad J-J'=2K .$$

Measured from $^3A_2$, the levels are

$$E(^3A_2)=0,\quad E(^1E)=2K,\quad E(^1A_1)=(J+K)-(J'-K)=4K .$$

Finally, $K$ is the electrostatic self-repulsion of the density $\rho=xy$. In Fourier space it is a positive constant times $\int|\rho_{\mathbf k}|^2/k^2\,d^3k$, so $K>0$. The triplet is lowest when repulsion acts within $e^2$ alone.

**Q.** Is there a picture of what the electrons are doing?

**A.** Place the orbitals on the three carbon atoms around the vacancy:

$$x=(2a-b-c)/\sqrt6,\qquad y=(b-c)/\sqrt2 ,$$

where $a,b,c$ are now orthogonal site orbitals. Ask for the probability $p$ that both electrons are on one carbon.

- $^3A_2$: an antisymmetric function vanishes when both site labels agree, so $p=0$.
- $^1E$: the same-site amplitude of $(xy+yx)/\sqrt2$ is $\sqrt2\,x_sy_s$. It is zero on $a$ and has magnitude $\sqrt2/\sqrt{12}$ on $b$ and $c$, so $p=2\cdot\tfrac{2}{12}=\tfrac13$.
- $^1A_1$: the amplitude is $(x_s^2+y_s^2)/\sqrt2=(2/3)/\sqrt2$ on each site, so $p=3\cdot\tfrac29=\tfrac23$.

With repulsion $U$ on one site and $V$ between sites, the energy is $V+p(U-V)$. The triplet avoids the cost $U$, and each step up the ladder costs $(U-V)/3$.

**Q.** Please put numbers on it.

**A.** I take three carbon $sp^3$ hybrids pointing into an unrelaxed vacancy, with a lattice constant of roughly 0.357 nm. Their integrals are evaluated in the STO-3G basis, without a self-consistent calculation, and divided by a chosen uniform screening factor of 4. The nitrogen orbital is omitted. The result is $J=3.546$, $J'=2.416$ and $K=0.565$ eV. Then $J-J'$ and $2K$ are both 1.129 eV, $^1E$ lies at 1.13 eV and $^1A_1$ at 2.26 eV. These digits belong to the minimal basis: hybrids built from atomic carbon orbitals in 6-31G or cc-pVTZ give $K=0.50$–$0.51$ eV, about 10% lower.

The site picture has $U=5.12$ and $V=1.89$ eV, so its step is 1.07 eV, about 5% below $2K$. The difference comes from the integrals involving charge shared between sites, which the picture drops.

The degeneracy of $^1E$ can also be probed. Moving one carbon outward by 0.01 nm breaks the threefold symmetry and splits $^1E$ by 4.5 meV when the displaced orbitals are simply renormalised. The two orbital energies are held equal, so only the repulsion acts here. The size depends strongly on how the orbitals are constructed: symmetrically orthogonalised site orbitals give 31 meV. The test shows that the degeneracy is lifted, not by how much in a real centre.

**Q.** Should I expect equally spaced levels in a real centre?

**A.** No. Equal spacing is a first-order result. An electron can be promoted from the upper $a_1$ orbital into $e$. Count holes in the set $\{a_1,x,y\}$: the configuration $e^2$ has two holes in $e$. One hole in $a_1$ and one in $e$ give $^3E$ and $^1E$; two holes in $a_1$ give $^1A_1$. In this set $^3A_2$ finds no partner, while each singlet finds one. Two states at $E_1<E_2$ with coupling $v$ have the lower root

$$E_-=\frac{E_1+E_2}{2}-\sqrt{\left(\frac{E_2-E_1}{2}\right)^2+v^2}<E_1 ,$$

so both singlets move down.

I fix the $a_1$–$e$ gap by choosing a vertical triplet excitation of 2.2 eV. The $^1E$ level then falls by 0.61 eV to 0.52 eV, and $^1A_1$ by 0.59 eV to 1.67 eV. The term labels survive, but $^1E$ now has a weight $w=0.139$ of the $a_1$–$e$ hole configuration.

For comparison, the infrared line between the singlets of the real centre is at roughly 1.2 eV; the model separation is 1.15 eV. This closeness is no proof of accuracy, because the screening was chosen and the basis is minimal; the larger bases give 1.06–1.08 eV. With a factor of 5.7, roughly the electronic dielectric constant of diamond, $2K$ would fall from 1.13 to $1.13\times4/5.7=0.79$ eV before mixing, and the singlet separation after mixing would be 0.86 eV. Lattice relaxation and the nitrogen orbital would change the numbers further.

**Q.** My microwave resonance separates $m_s=0$ from $m_s=\pm1$. Does the same symmetry explain that?

**A.** It allows one such splitting. The $m_s=0$ triplet spin function behaves like the axial component of an angular momentum: unchanged by rotations about the axis, reversed by the mirrors. It is $A_2$, and with the orbital part it gives $A_2\times A_2=A_1$. The $m_s=\pm1$ pair gives $A_2\times E=E$.

Magnetic dipole coupling between the electrons supplies a splitting. In $^3A_2$ each of the three carbon pairs has probability 1/3. For point dipoles at distance $r$, in frequency units,

$$H=d\left[\mathbf s_1\!\cdot\!\mathbf s_2-3(\mathbf s_1\!\cdot\!\mathbf n)(\mathbf s_2\!\cdot\!\mathbf n)\right],\qquad d=\frac{\mu_0g^2\mu_B^2}{4\pi h r^3}.$$

The three pair directions $\mathbf n$ lie in the plane normal to the axis. Their averages are $\overline{n_x^2}=\overline{n_y^2}=\tfrac12$ and $\overline{n_xn_y}=0$, so

$$\overline H=d\left[\mathbf s_1\!\cdot\!\mathbf s_2-\tfrac32(\mathbf s_1\!\cdot\!\mathbf s_2-s_{1z}s_{2z})\right].$$

In a triplet $\mathbf s_1\!\cdot\!\mathbf s_2=\tfrac14$. For $m_s=\pm1$, $s_{1z}s_{2z}=\tfrac14$ and the energy is $d/4$. For $m_s=0$, $s_{1z}s_{2z}=-\tfrac14$ and the energy is $d(\tfrac14-\tfrac34)=-d/2$. Hence $D=\tfrac34d$. At $r=0.252$ nm this gives about 2.4 GHz; the real splitting is roughly 2.9 GHz. The closeness is accidental. The estimate ignores the spatial extent of the orbitals, and that effect is large: averaging the same coupling over the inward-pointing hybrids used above gives about 5 GHz, twice the point value. The relaxation of the carbons and the spread of spin density into the crystal are ignored as well, so only the sign and order of magnitude of $D$ are shown.

**Q.** Could spin-orbit coupling, strain from implantation damage, or heat upset the scheme?

**A.** Consider axial spin-orbit coupling $\lambda\sum_i l_{zi}s_{zi}$, with $l_z=\pm1$ for $e_\pm$. The operator $l_z$ is $A_2$, and $A_2\times A_2\times A_2=A_2$ contains no $A_1$, so its first-order effect in $^3A_2$ vanishes. On the determinants $e_+^{\uparrow}e_-^{\downarrow}$ and $e_+^{\downarrow}e_-^{\uparrow}$ it gives $+\lambda$ and $-\lambda$. It therefore couples their sum and difference, the $m_s=0$ triplet and $^1A_1$, with strength $\lambda$. The transverse components have no matrix elements within the $e$ pair and are left out here. Within $e^2$ alone, the shift is about $-\lambda^2/(4K)$. For a chosen $\lambda=10$ GHz, or 41.4 µeV, this is $-0.18$ MHz, far below $D$.

Let strain shift $x$ and $y$ by $\pm\delta$. Such a strain may also couple $a_1$ directly to $e$; that coupling is left out here. The triplet has one electron in each, so its shift is $\delta-\delta=0$; the same holds for $xy+yx$. In the basis $xx,yy$ the energies follow from

$$\begin{pmatrix}J+2\delta&K\\K&J-2\delta\end{pmatrix}\;\Rightarrow\;J\pm\sqrt{K^2+4\delta^2}.$$

Pure $^1E$ therefore splits by $\sqrt{K^2+4\delta^2}-K\approx2\delta^2/K$. For $\delta=10$ meV this is 0.35 meV. The admixed configuration has a single hole in $e$ and responds linearly, giving a splitting of $2|\delta|w=2.8$ meV to first order. Diagonalising the mixed model gives 3.05 meV when $x$ is raised and $y$ lowered, and 2.5 meV for the opposite sign, which is the case listed in the output. In the energy difference between the two components, the linear part changes sign with $\delta$ but the second-order part does not, so they add in one case and partly cancel in the other. Symmetry permits this difference, because no threefold or mirror operation turns one distortion into the other. This is the response to the $\pm\delta$ shifts alone. The omitted $a_1$–$e$ coupling also splits the mixed $^1E$ linearly and can be the larger effect, so neither value is a prediction for a real strained centre.

The triplet loses its place when the lower root reaches $J'-K$. Using $J-J'=2K$, this means $\sqrt{K^2+4\delta^2}=3K$, or $\delta=\sqrt2K=0.80$ eV, with the integrals held fixed and mixing ignored; in the mixed model the limit falls to 0.49 eV when $x$ is raised and 0.55 eV when $x$ is lowered. Then pairing both electrons in the lower orbital wins. A 10 meV strain shift is far from that limit.

As for heat, $k_BT=25.9$ meV at 300 K. With two states in $^1E$ and three in $^3A_2$, the equilibrium population ratio is $\tfrac23e^{-0.515/0.0259}\approx1.5\times10^{-9}$. In the dark at room temperature, the model centre is in its triplet. The numerical output below lists the main computed values.

## Calculated quantities

```
SYMMETRY
number of e^2 states: 6
triplet orbital symmetry: A2
singlet orbital symmetries: A1+E
two different e shells, triplets: A1+A2+E
two different e shells, singlets: A1+A2+E
triplet sublevel ms=0: A1 ; ms=+-1: E
INPUTS
lattice constant: 0.357 nm
carbon-carbon distance: 0.2524 nm
screening divisor: 4.0
vertical triplet excitation: 2.20 eV
REPULSION INSIDE e^2 (screened)
J: 3.5456 eV
J': 2.4163 eV
K: 0.5646 eV
J - J': 1.1292 eV ; 2K: 1.1292 eV
3A2: degeneracy 3, energy 0.0000 eV, same-site probability -0.0000
1E: degeneracy 2, energy 1.1292 eV, same-site probability 0.3333
1A1: degeneracy 1, energy 2.2585 eV, same-site probability 0.6667
site repulsions U: 5.1197 eV ; V: 1.8949 eV
(U - V)/3: 1.0749 eV
CONTROLS
1E splitting, one carbon moved 0.01 nm: 4.53 meV
fourfold H4 square (side 0.15 nm, unscreened), singlets above lowest: 0.000, 5.091, 5.290 eV
MIXING WITH OTHER a1-e CONFIGURATIONS
a1-e hole gap: 2.1517 eV
1E above 3A2: 0.5152 eV (lowered by 0.6141 eV)
1A1 above 3A2: 1.6656 eV (lowered by 0.5929 eV)
weight w of a1-e hole configuration in 1E: 0.1392
OTHER NEGLECTED EFFECTS
orbital splitting parameter delta: 10.0 meV
1E splitting in pure e^2: 0.354 meV
1E splitting with mixing: 2.516 meV
linear estimate 2*delta*w: 2.784 meV
spin-orbit parameter: 10.0 GHz = 41.36 ueV
spin-orbit shift of ms=0: -0.1831 MHz
point-dipole D: 2.426 GHz = 10.03 ueV
thermal energy at 300 K: 25.85 meV
thermal population ratio 1E/3A2: 1.48e-09
```
